# Unfolding the two bands of a chain with alternating site energies

## The problem

An infinite chain has one orbital per site, and the sites are a distance $a$ apart. The orbitals are orthonormal, as Wannier orbitals are. An electron hops between nearest neighbours with matrix element $-t$, where $t>0$. The on-site energy is $e_0+\Delta$ on even sites and $e_0-\Delta$ on odd sites, with $\Delta>0$.

Without the alternation the repeating cell has length $a$, and there is one band,

$$\varepsilon(k)=e_0+\xi(k),\qquad \xi(k)=-2t\cos ka .$$

With it the cell has length $2a$, and there are two bands in a Brillouin zone half as wide. To compare them with the uniform chain, one asks how much of the primitive-cell wave number $k$ each state contains. The spectral weight $W_\pm(k)$ is the squared overlap of the normalized state in the upper ($+$) or lower ($-$) band with the normalized plane wave of site amplitudes proportional to $e^{ikna}$.

Find the energies and $W_\pm(k)$ in terms of $\xi(k)$ and $\Delta$, and show in what sense the weights sum to one. Evaluate them for $t=1.0$ eV, $\Delta=0.5$ eV, $a=0.30$ nm and $e_0=0$, at $ka=\pi/3$. These are round model parameters and stand for no particular material.

## A tempting solution

Take a ring of $N$ sites, with $N$ even and large, and write a state of the alternating chain as

$$\psi_n=\sqrt{\tfrac{2}{N}}\,e^{ikna}\times\begin{cases}A & n\ \text{even}\\ B & n\ \text{odd}\end{cases},\qquad |A|^2+|B|^2=1 .$$

There are $N/2$ sites of each kind, so this state is normalized. On an even site, the Schrödinger equation

$$(e_0+\Delta)\psi_n-t(\psi_{n+1}+\psi_{n-1})=E\psi_n$$

becomes, after division by the common factor,

$$(e_0+\Delta)A-t\left(e^{ika}+e^{-ika}\right)B=EA .$$

The hopping term is $-2t\cos ka\,B=\xi B$. An odd site gives the same equation with $A$ and $B$ exchanged and $\Delta$ replaced by $-\Delta$. Together,

$$h\begin{pmatrix}A\\B\end{pmatrix}=(E-e_0)\begin{pmatrix}A\\B\end{pmatrix},\qquad h=\begin{pmatrix}\Delta&\xi\\ \xi&-\Delta\end{pmatrix}.$$

The determinant condition is $(E-e_0)^2-\Delta^2-\xi^2=0$, so

$$E_\pm=e_0\pm R,\qquad R=\sqrt{\xi^2+\Delta^2}.$$

The argument now continues as follows. The large cell contains two primitive cells, one with amplitude $A$ and one with amplitude $B$. The primitive-cell weight of a band is therefore its share $|A|^2$. For $\xi\neq0$ the first row of the matrix equation gives $B/A=(\pm R-\Delta)/\xi$, and hence

$$|A|^2=\frac{\xi^2}{\xi^2+(\pm R-\Delta)^2}=\frac{\xi^2}{2R^2\mp2R\Delta}=\frac{(R-\Delta)(R+\Delta)}{2R(R\mp\Delta)}=\frac12\left(1\pm\frac{\Delta}{R}\right).$$

The second form uses $\xi^2+\Delta^2=R^2$, and the third uses $\xi^2=R^2-\Delta^2$. The two bands add up to one, as required. At $ka=\pi/3$ we have $\xi=-1.0$ eV and $R=\sqrt{1.25}=1.118$ eV, so the claimed weights are 0.72 for the upper band and 0.28 for the lower.

## Where it fails

Let $\Delta$ go to zero at this $k$. The claimed weights both tend to $\tfrac12$, at the energies $e_0+|\xi|$ and $e_0-|\xi|$. The uniform chain, however, has a single state of wave number $k$, at the energy $e_0+\xi$. The answer does not return to the chain from which it is supposed to measure the departure.

The mean energy shows what has been calculated instead:

$$\sum_\pm\frac12\left(1\pm\frac{\Delta}{R}\right)(e_0\pm R)=e_0+\Delta .$$

This is the energy of an even site. The quantity $|A|^2$ is the probability of finding the electron on the even sublattice. It answers a question about position, whereas the problem asks about wave number.

The energies and the matrix $h$ are correct. The fault lies in the step from "two primitive cells" to "the share of one of them". A plane wave covers both sublattices, and its overlap with a state depends on the relative sign of $A$ and $B$, which $|A|^2$ discards.

The sum to one could not reveal this. The two eigenvectors of $h$ form an orthonormal basis, so the squared overlaps of *any* normalized two-component vector with them add up to one. The sum is necessary, but it does not identify the vector.

## The right solution

**The overlap.** The normalized plane wave is $\phi_n=e^{ikna}/\sqrt N$. In $\sum_n\phi_n^*\psi_n$ the phases cancel, and the $N/2$ even and $N/2$ odd sites give

$$\sum_n\phi_n^*\psi_n=\frac{1}{\sqrt N}\sqrt{\frac2N}\,\frac N2\,(A+B)=\frac{A+B}{\sqrt2}.$$

In the space of the pairs $(A,B)$ the plane wave is thus the vector $u=(1,1)/\sqrt2$.

The wave number $k+\pi/a$ has site amplitudes $e^{ikna}e^{i\pi n}=(-1)^ne^{ikna}$. Its vector is $u'=(1,-1)/\sqrt2$, and its overlap is $(A-B)/\sqrt2$. Since $u$ and $u'$ are orthonormal and span the whole two-dimensional space, the state contains no other wave number. The alternation mixes $k$ with $k+\pi/a$ alone.

**The weights.** Squaring the matrix gives

$$h^2=\begin{pmatrix}\Delta^2+\xi^2&\Delta\xi-\xi\Delta\\ \xi\Delta-\Delta\xi&\xi^2+\Delta^2\end{pmatrix}=R^2\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

Let $P_+$ and $P_-$ project on the eigenvectors with eigenvalues $+R$ and $-R$. Then $P_++P_-=1$ and $h=R(P_+-P_-)$. Adding and subtracting these two relations gives

$$P_\pm=\frac12\left(1\pm\frac hR\right).$$

The weight is the expectation value of the projector in the plane wave, $W_\pm=\langle u|P_\pm|u\rangle$. The one matrix element needed is half the sum of all entries of $h$:

$$\langle u|h|u\rangle=\tfrac12(\Delta+\xi+\xi-\Delta)=\xi .$$

Therefore

$$\boxed{W_\pm(k)=\frac12\left(1\pm\frac{\xi(k)}{\sqrt{\xi(k)^2+\Delta^2}}\right)\quad\text{at}\quad E_\pm=e_0\pm\sqrt{\xi(k)^2+\Delta^2}}$$

The tempting answer has $\Delta$ in the numerator where $\xi$ belongs.

**The sums.** At fixed $k$, the terms in $\xi/R$ cancel between the bands:

$$W_+(k)+W_-(k)=1 .$$

The electron put into the plane wave $k$ must be found in one band or the other. A second sum holds within one band. Since $\cos(ka+\pi)=-\cos ka$, the partner has $\xi(k+\pi/a)=-\xi(k)$ and the same $R$, so

$$W_\pm(k)+W_\pm(k+\pi/a)=1 .$$

This says that one normalized state is shared between its two plane waves. Averaged over the primitive zone, each band therefore carries half of the weight.

**The number asked for.** At $ka=\pi/3$, $\xi/R=-1/1.118=-0.894$, so

$$W_-=\tfrac12(1+0.894)=0.947,\qquad W_+=\tfrac12(1-0.894)=0.053 .$$

The lower band, at $-1.118$ eV, holds almost all the weight. The uniform chain has its level at $-1.0$ eV, so the main line lies close to it and a faint second line appears at $+1.118$ eV. At the partner $ka=4\pi/3$ the two weights are exchanged.

## What the weights say about the uniform chain

The mean energy that exposed the wrong answer can be applied to the right one. From the boxed result, $W_+-W_-=\xi/R$, and so

$$\sum_\pm W_\pm E_\pm=e_0+R(W_+-W_-)=e_0+\xi=\varepsilon(k).$$

The centre of the two lines is the uniform dispersion, whatever the strength of the alternation. Measured from $e_0$, both lines have squared energy $R^2$, so the variance is

$$R^2(W_++W_-)-\xi^2=R^2-\xi^2=\Delta^2 .$$

In the example this is $0.25\ \text{eV}^2$ at every $k$. The dispersion fixes the centre, and the alternation fixes the spread.

The relations can also be inverted. The difference of the weights gives $\xi=R(W_+-W_-)$. Their product is $W_+W_-=\tfrac14(1-\xi^2/R^2)=\Delta^2/(4R^2)$, so

$$\Delta=2R\sqrt{W_+W_-}.$$

With the numbers above, $2\times1.118\times\sqrt{0.947\times0.053}=0.50$ eV, the value put in. At a single $k$, the distance between the two energies gives only the combination $\xi^2+\Delta^2$; the weights at that $k$ separate its two parts.

## Weak and strong alternation

Apart from the sign of $\xi$, which decides which band is the stronger, the weights depend on the ratio $\Delta/|\xi|$ alone. Call the smaller of the two weights $W_{\min}$. For $\xi\ne0$, with $y=\Delta^2/\xi^2$,

$$W_{\min}=\frac12\left(1-\frac{1}{\sqrt{1+y}}\right).$$

For weak alternation, $y\ll1$, the expansion $(1+y)^{-1/2}=1-\tfrac12y+\tfrac38y^2-\dots$ gives

$$W_{\min}\simeq\frac{\Delta^2}{4\xi^2}\left(1-\frac{3\Delta^2}{4\xi^2}\right).$$

The leading term is the result of first-order perturbation theory for the state: the admixed amplitude is the coupling $\Delta$ divided by the energy difference $2|\xi|$ between the partners. Keep $t=1.0$ eV and $ka=\pi/3$ fixed and vary $\Delta$. At $\Delta=0.2$ eV the leading term is 0.0100 and the full result 0.0097. At $\Delta=0.5$ eV they are 0.0625 and 0.0528, so the leading term is already too large by 18 % of the full value. At $\Delta=5$ eV it gives 6.25, which cannot be a weight.

For strong alternation, $\Delta\gg|\xi|$, we have $R\simeq\Delta$ and

$$W_\pm\simeq\frac12\pm\frac{\xi}{2\Delta}.$$

At $\Delta=5$ eV this gives 0.60 for the larger weight, against 0.598 from the full formula. Each state then sits almost entirely on one sublattice. As $A$ or $B$ tends to zero, $|A+B|^2/2$ and $|A-B|^2/2$ both tend to $\tfrac12$: complete localization on every second site would leave the choice between $k$ and $k+\pi/a$ open. The approach is slow, because the two differ by $2AB$, which is of first order in the small amplitude; at $\Delta=5$ eV they are still 0.60 and 0.40.

At $ka=\pi/2$ the uniform energies of the partners coincide, $\xi=0$, and both weights are $\tfrac12$ for any $\Delta>0$, however small. For weak alternation, strong mixing is thus confined to neighbourhoods of this point and of its partner $ka=3\pi/2$. Their width follows from a chosen threshold, say $W_{\min}>0.1$. This requires $|\xi|/R<0.8$, hence $\xi^2<0.64(\xi^2+\Delta^2)$, or $0.36\,\xi^2<0.64\,\Delta^2$, which is

$$|\xi|<\tfrac43\Delta\quad\Longleftrightarrow\quad|\cos ka|<\frac{2\Delta}{3t}.$$

If $2\Delta<3t$, the window around $ka=\pi/2$ has half-width $\arcsin(2\Delta/3t)$ in $ka$. Here that is $\arcsin(1/3)=0.340$, or $0.340/0.30=1.13\ \text{nm}^{-1}$ on either side of $\pi/(2a)=5.24\ \text{nm}^{-1}$. If $2\Delta>3t$, the condition holds at every $k$ and there is no window left to speak of.

At $\Delta=0$ and $\xi=0$ together the formula reads $0/0$. The bands touch there, and any combination of the two degenerate states is as good as any other. The total weight at that energy is still one, but its division between two bands has no meaning.

## What a real doubled cell adds

A Wannier Hamiltonian computed for a doubled cell will in general contain more than alternating site energies. The weights as defined here also assume that the odd orbital is, to a good approximation, the even one moved by $a$, with the same sign. Reversing the sign of every odd orbital turns $t$ into $-t$ and leaves the energies unchanged, but it exchanges $W_+$ and $W_-$ at each $k$, so the relative phase of the orbitals must be fixed before projecting. With that understood, two additions can be treated with the same algebra.

Suppose first that the bonds alternate too, while the sites stay equally spaced: the hopping from an even site is $-(t+\delta)$ to the right and $-(t-\delta)$ to the left. The upper right entry of $h$ becomes

$$-(t+\delta)e^{ika}-(t-\delta)e^{-ika}=\xi-2i\delta\sin ka ,$$

and the lower left entry is its complex conjugate. In $\langle u|h|u\rangle$ the imaginary parts cancel and $\xi$ remains, while $h^2$ is now $R_\delta^2=\xi^2+\Delta^2+4\delta^2\sin^2ka$ times the unit matrix. The weights are $\tfrac12(1\pm\xi/R_\delta)$. For $\delta=0.1$ eV, with the other parameters of the example unchanged, the weights move by at most 0.014, near $ka=0.44\pi$ (the closest point of the 120-site ring below is $0.45\pi$), and the energies by at most 0.04 eV. Both sums to one survive: the sum over the bands because the terms in $\xi/R_\delta$ cancel at fixed $k$, and the sum over the partners because $\sin^2ka$, and with it $R_\delta$, is the same for both. The product of the weights, however, now gives $2R_\delta\sqrt{W_+W_-}=\sqrt{\Delta^2+4\delta^2\sin^2ka}$ instead of $\Delta$. If the sites are also displaced, the plane wave has different phases on the two sublattices, and these weights in general no longer apply.

Suppose instead that there is a second-neighbour hopping $-t_2$, equal on both sublattices. It connects even sites with even and odd with odd, and so adds $-2t_2\cos2ka$ to both diagonal entries. For $t_2=0.1$ eV this shifts the energies by up to 0.2 eV. A multiple of the unit matrix leaves the eigenvectors alone, so the weights do not change. An energy shift is therefore no measure of a change in weight. This holds for equal hoppings only. If they are $t_2+\tau$ on even and $t_2-\tau$ on odd sites, $\Delta$ is replaced by $\Delta-2\tau\cos2ka$ and the weights do change: for $0.15$ and $0.05$ eV, $W_+$ at $ka=\pi/3$ goes from 0.053 to 0.062.

Disorder and finite lifetimes, which broaden the two lines, are outside the model. Nor is $W_\pm(k)$ a photoemission intensity: that also contains the matrix element for emission from each orbital, which can differ between the two kinds of site. The numerical output below gives the weights at further values of $k$ and $\Delta$, obtained by diagonalizing a ring of 120 sites and projecting its states on plane waves.

## Values computed for the example and the checks

```
hopping t = 1.00 eV, alternation Delta = 0.50 eV
site spacing a = 0.30 nm, mean energy e0 = 0 eV, ring of 120 sites
gap between the bands = 1.0000 eV
k a/pi   xi (eV)   E- (eV)   E+ (eV)     W-       W+      W- + W+
0.0000   -2.0000   -2.0616    2.0616   0.9851   0.0149   1.0000
0.3333   -1.0000   -1.1180    1.1180   0.9472   0.0528   1.0000
0.5000   -0.0000   -0.5000    0.5000   0.5000   0.5000   1.0000
0.6667    1.0000   -1.1180    1.1180   0.0528   0.9472   1.0000
1.0000    2.0000   -2.0616    2.0616   0.0149   0.9851   1.0000
k a = pi/3: weighted mean energy = -1.0000 eV
k a = pi/3: weighted energy variance = 0.2500 eV^2
k a = pi/3: lower-band weight at k plus at k + pi/a = 1.0000
Sweep of the alternation at k a = pi/3:
Delta (eV)  E- (eV)   E+ (eV)     W-       W+    Delta^2/(4 xi^2)
    0.10    -1.0050    1.0050   0.9975   0.0025     0.0025
    0.20    -1.0198    1.0198   0.9903   0.0097     0.0100
    0.50    -1.1180    1.1180   0.9472   0.0528     0.0625
    1.00    -1.4142    1.4142   0.8536   0.1464     0.2500
    2.00    -2.2361    2.2361   0.7236   0.2764     1.0000
    5.00    -5.0990    5.0990   0.5981   0.4019     6.2500
minor weight above 0.1: half-width in k a = 0.3398 rad
same half-width in k = 1.133 1/nm
folding point pi/(2a) = 5.236 1/nm
Neglected effects, sized for the example:
bond alternation 0.10 eV: largest weight change = 0.0137 at k a/pi = 0.450
bond alternation: largest energy shift = 0.0385 eV
second-neighbour hopping 0.10 eV: largest energy shift = 0.2000 eV
second-neighbour hopping: largest weight change = 0.000000
```
